# Coupled-perturbed charge response in self-consistent-charge tight binding

## Question

I have a self-consistent-charge tight-binding code with a nonorthogonal basis and Mulliken charges, and I want static polarizabilities without running finite fields. My test is a polar chain A-B-A-B with one s-like orbital and one reference electron per site, so four electrons. The spacing is 2.5 bohr, the on-site energies are −0.30 (A) and −0.50 (B) hartree, and the Hubbard parameters are 0.30 and 0.40 hartree. Neighbours have $H^0=-0.20$ hartree and overlap 0.20; other off-diagonal elements vanish.

First-order perturbation theory on the converged orbitals gives me 81.4 bohr³, but converged calculations in a small field give something much smaller. I understand that the charges change the potential, which changes the charges again. How do I turn this into one linear system containing the $\gamma$ matrix, with the overlap and the factors of two right? Is it always solvable, and could I just iterate it?

## Answer

Your 81.4 bohr³ is the response to the applied potential alone. The missing piece is the potential made by the induced charges. I use Hartree atomic units, real orbitals, doubly occupied levels with a gap above them, and fixed nuclei, so that $S$ and $H^0$ do not change.

### The Hamiltonian to be perturbed

Let $\Delta q_A=q_A-q_A^0$ be the excess **electron population** of atom $A$; its net charge is $-\Delta q_A$. With $i$ running over occupied orbitals,

$$q_A=2\sum_i\sum_{\mu\in A}C_{\mu i}(SC)_{\mu i}.$$

Let $v_A$ be an external potential energy of an electron on $A$. Apart from a constant, the energy is

$$E=2\sum_i C_i^TH^0C_i+\tfrac12\Delta q^T\gamma\Delta q+v^T\Delta q .$$

Because $\gamma$ is symmetric, $\partial E/\partial\Delta q_A=V_A$ for the last two terms, with $V=v+\gamma\Delta q$. A coefficient enters the populations twice, once directly and once through $SC$, so

$$\sum_AV_A\frac{\partial q_A}{\partial C_{\mu i}}=2\sum_\nu S_{\mu\nu}(V_\mu+V_\nu)C_{\nu i},$$

where $V_\mu$ means $V$ on the atom carrying orbital $\mu$. The first energy term contributes $4(H^0C_i)_\mu$. Requiring stationarity under $C^TSC=1$ and dividing by 4 gives $HC_i=\varepsilon_iSC_i$ with

$$H_{\mu\nu}=H^0_{\mu\nu}+\tfrac12S_{\mu\nu}(V_\mu+V_\nu).$$

The half-sum over the two atoms is therefore a consequence of using Mulliken populations.

### The gamma matrix

Take $\gamma_{AB}$ as the Coulomb energy of two unit clouds $n(r)=(\tau^3/8\pi)e^{-\tau r}$, whose Fourier transform is $\tau^4/(k^2+\tau^2)^2$:

$$\gamma_{AB}=\int\!\frac{d^3k}{(2\pi)^3}\frac{4\pi}{k^2}\,\frac{\tau^4\sigma^4\,e^{i\mathbf k\cdot\mathbf R}}{(k^2+\tau^2)^2(k^2+\sigma^2)^2}.$$

I use the fact that $4\pi/(k^2+m^2)$ transforms to $e^{-mR}/R$.

*Equal exponents.* Put $s=\tau^2$. Since $1/(k^2+s)^4=-\frac16\partial_s^3(k^2+s)^{-1}$ and $1/[k^2(k^2+s)]=\frac1s[1/k^2-1/(k^2+s)]$,

$$\gamma=-\frac{\tau^8}{6R}\,\partial_s^3\left[\frac1s-\frac{e^{-\tau R}}{s}\right].$$

Here $\partial_s^3s^{-1}=-6\tau^{-8}$. Applying $\partial_s=(2\tau)^{-1}\partial_\tau$ three times to $e^{-\tau R}\tau^{-2}$ gives

$$-\tfrac18e^{-\tau R}\left(R^3\tau^{-5}+9R^2\tau^{-6}+33R\tau^{-7}+48\tau^{-8}\right).$$

Hence

$$\gamma=\frac1R-e^{-\tau R}\left(\frac1R+\frac{11\tau}{16}+\frac{3\tau^2R}{16}+\frac{\tau^3R^2}{48}\right).$$

For $R\to0$ the $1/R$ terms cancel and $\tau-\frac{11}{16}\tau=\frac5{16}\tau$ remains. Setting this equal to the Hubbard parameter $U$ fixes $\tau=16U/5$.

*Unequal exponents.* Put also $t=\sigma^2$. The double poles come from $\partial_s\partial_t$ acting on

$$\frac1{k^2(k^2+s)(k^2+t)}=\frac1{st\,k^2}-\frac1{s(t-s)(k^2+s)}-\frac1{t(s-t)(k^2+t)} .$$

After transformation and multiplication by $s^2t^2$, the first term gives $1/R$. For the second, $\partial_t$ gives $e^{-\tau R}/[Rs(t-s)^2]$, and then $\partial_s$ gives

$$\frac{e^{-\tau R}}R\left[-\frac{R}{2\tau s(t-s)^2}-\frac1{s^2(t-s)^2}+\frac2{s(t-s)^3}\right].$$

Multiplying by $s^2t^2$ and combining the last two terms yields $-g(\tau,\sigma)$, where

$$g(\tau,\sigma)=e^{-\tau R}\left[\frac{\tau\sigma^4}{2(\sigma^2-\tau^2)^2}-\frac{\sigma^4(3\tau^2-\sigma^2)}{(\sigma^2-\tau^2)^3R}\right].$$

The third term is the same with the exponents exchanged, so $\gamma=1/R-g(\tau,\sigma)-g(\sigma,\tau)$.

The $k$-space form also shows that

$$q^T\gamma q=\frac1{2\pi^2}\int\frac{d^3k}{k^2}\Big|\sum_Aq_An_A(k)e^{i\mathbf k\cdot\mathbf R_A}\Big|^2\ge0 .$$

It vanishes only if the summed cloud density vanishes everywhere. Each cloud has a cusp at its own nucleus that clouds centred elsewhere cannot cancel, so every $q_A$ must then be zero. For distinct sites $\gamma$ is positive definite.

### From perturbed orbitals to a linear system

Let $v=\lambda w$ and let a prime denote $d/d\lambda$ at $\lambda=0$. The potential that the orbitals feel changes by

$$u=w+\gamma q',\qquad q'\equiv d\Delta q/d\lambda,$$

so $H'_{\mu\nu}=\frac12S_{\mu\nu}(u_\mu+u_\nu)$. Between orbitals $a$ and $i$,

$$C_a^TH'C_i=\sum_AQ^A_{ia}u_A,$$
$$Q^A_{ia}=\tfrac12\sum_{\mu\in A}\left[C_{\mu i}(SC)_{\mu a}+C_{\mu a}(SC)_{\mu i}\right].$$

These are Mulliken transition charges.

Expand $C_i'=\sum_pC_pU_{pi}$. Differentiating $C^TSC=1$ at fixed $S$ gives $U+U^T=0$. Differentiating $HC_i=\varepsilon_iSC_i$ and projecting on an empty orbital $a$ gives

$$C_a^TH'C_i+\varepsilon_aU_{ai}=\varepsilon_iU_{ai}\;\Rightarrow\; U_{ai}=-\frac{\sum_BQ^B_{ia}u_B}{\varepsilon_a-\varepsilon_i}.$$

The populations are $q_A=2\sum_iQ^A_{ii}$. Both orbitals in $Q^A_{ii}$ vary, which supplies another factor of two:

$$q'_A=4\sum_i\sum_pQ^A_{pi}U_{pi}.$$

When $p$ is occupied, the symmetric $Q^A_{pi}$ is summed against the antisymmetric $U_{pi}$ and gives zero. Only empty orbitals remain, so $q'=-Ku$ with

$$K_{AB}=4\sum_{i\,\mathrm{occ}}\sum_{a\,\mathrm{empty}}\frac{Q^A_{ia}Q^B_{ia}}{\varepsilon_a-\varepsilon_i}.$$

Of the 4, one factor 2 is spin and the other is the variation of both orbitals. Inserting $u=w+\gamma q'$ gives the equation you want:

$$\boxed{(1+K\gamma)\,q'=-Kw}$$

Orthogonality gives $\sum_AQ^A_{ia}=C_i^TSC_a=0$, so every row and column of $K$ sums to zero. Consequently a constant potential does nothing, and $\sum_Aq'_A=0$.

For a field $F$ along $x$, an electron has potential energy $+Fx$, so $w_A=x_A$. The dipole is $\mu=-\sum_Ax_A\Delta q_A$ and

$$\alpha=\frac{d\mu}{dF}=-x^Tq'=x^TKu.$$

The energy agrees with these signs. By stationarity only the explicit field dependence survives in the first derivative, so $dE/dF=x^T\Delta q=-\mu$ and $d^2E/dF^2=-\alpha$.

### Solvability, and the direction of the correction

Suppose $(1+K\gamma)z=0$. Multiplying $z=-K\gamma z$ by $z^T\gamma$ gives

$$z^T\gamma z=-(\gamma z)^TK(\gamma z)\le0,$$

because $K$ is a sum of squares with positive denominators. Positive definite $\gamma$ then forces $z=0$. Under the stated assumptions the system always has one solution.

Now define $A=K^{1/2}\gamma K^{1/2}$, $y=K^{1/2}x$ and $p=K^{1/2}u$. Multiplying $u=x-\gamma Ku$ by $K^{1/2}$ gives $p=y-Ap$, hence

$$\alpha=y^Tp=y^T(1+A)^{-1}y .$$

The eigenvalues of $A$ are nonnegative, so $0\le\alpha\le y^Ty=x^TKx=\alpha_0$. In this model the coupling cannot raise the polarizability above the bare value $\alpha_0$.

### A two-site case you can do by hand

With one occupied and one empty orbital on two sites, the transition charges are $(Q,-Q)$. Let $\kappa=4Q^2/(\varepsilon_a-\varepsilon_i)$ and $q'=(p,-p)$. Then $p=-\kappa(u_1-u_2)$ and

$$u_1-u_2=(x_1-x_2)+\Gamma p,\qquad \Gamma=\gamma_{11}+\gamma_{22}-2\gamma_{12}.$$

With $x_2-x_1=R$ this gives $p=\kappa R/(1+\kappa\Gamma)$ and

$$\alpha=Rp=\frac{\kappa R^2}{1+\kappa\Gamma}.$$

For $\kappa\Gamma\ll1$ the bare result $\kappa R^2$ returns. For $\kappa\Gamma\gg1$ the answer tends to $R^2/\Gamma$: the electrostatic cost of moving charge sets the limit, however small the gap.

This case also checks the factor 4. For equal orthogonal sites with hopping $h$, $Q=\frac12$ and the gap is $2|h|$, so $\kappa=1/(2|h|)$. Directly, a potential difference $\delta=u_1-u_2$ gives the lower level the population $q_1=1-(\delta/2)/\sqrt{h^2+\delta^2/4}$, whose slope at $\delta=0$ is $-1/(2|h|)=-\kappa$.

### Your chain

Put the sites at $x=(-3.75,-1.25,1.25,3.75)$ bohr. The exponents are $\tau=0.96$ and 1.28 bohr⁻¹. The self-consistent ground state has

$$\Delta q=(-0.529,\;0.464,\;-0.460,\;0.525).$$

Electrons have moved to the lower-lying B sites. The right-hand end is negative, so the dipole points towards negative $x$: $\mu=-2.80\,e\,$bohr, or −7.11 debye.

Two orbitals are occupied and two are empty, giving four transitions. As a sample transition charge, take site 1 and the transition $1\to3$. The needed elements of $SC$ are

$$(SC)_{11}=0.34231+0.2(0.77906)=0.49812,$$
$$(SC)_{13}=0.85846+0.2(-0.38489)=0.78148,$$

so

$$Q^1_{13}=\tfrac12[0.34231(0.78148)+0.85846(0.49812)]=0.3476.$$

Adding all four transitions,

$$K_{11}=4\left[\frac{0.3476^2}{0.2760}+\frac{0.1349^2}{0.4953}+\frac{0.2102^2}{0.1596}+\frac{0.0805^2}{0.3789}\right]$$

which is 3.07 electrons per hartree. The other elements follow in the same way; the numerical output lists all orbitals, transition charges and matrices. The system is

$$\begin{pmatrix}1.2070&-0.1813&-0.2885&-0.3927\\-0.0424&1.2762&0.2015&0.1391\\0.1068&0.1560&1.0397&-0.2826\\-0.2714&-0.2509&0.0474&1.5361\end{pmatrix}q'=\begin{pmatrix}12.528\\-5.431\\5.855\\-12.952\end{pmatrix}.$$

Each matrix column sums to 1 and the right side sums to 0, within rounding, so adding the four equations reproduces charge conservation. Use it to replace $q'_4$ by $-(q'_1+q'_2+q'_3)$, which subtracts the fourth column from the other three:

$$\begin{aligned}1.5997q'_1+0.2114q'_2+0.1042q'_3&=12.528,\\-0.1815q'_1+1.1370q'_2+0.0623q'_3&=-5.431,\\0.3893q'_1+0.4385q'_2+1.3223q'_3&=5.855.\end{aligned}$$

Add $0.1815/1.5997=0.1135$ times the first equation to the second, and subtract $0.3893/1.5997=0.2434$ times the first from the third:

$$\begin{aligned}1.1610q'_2+0.0741q'_3&=-4.009,\\0.3871q'_2+1.2969q'_3&=2.806.\end{aligned}$$

Subtracting $0.3871/1.1610=0.3334$ times the upper line from the lower leaves $1.2722q'_3=4.143$. Back-substitution then gives

$$q'=(8.10,\;-3.66,\;3.26,\;-7.70)$$

in electrons per atomic unit of field. Therefore

$$\alpha=3.75(8.10+7.70)-1.25(3.66+3.26)\approx50.6\ \text{bohr}^3,$$

or 7.50 Å³. Self-consistent calculations in small fields and the second derivative of the total energy both give 50.6 bohr³ as well. Your bare value, 81.4 bohr³, is 61% above the coupled one.

### Reading the response

Site 2 loses electrons although it lies in the low-potential half of the chain. Because the rows of $K$ sum to zero, only potential differences matter, and the second row of $q'=-Ku$ can be written $q'_2=-\sum_{B\ne2}K_{2B}(u_B-u_2)$. With $u=(-2.758,-1.059,0.554,1.934)$ bohr and $K_{21}=-2.188$, $K_{23}=-0.290$, $K_{24}=0.137$, the terms for $B=1,3,4$ give

$$q'_2=-3.72+0.47-0.41=-3.66.$$

The first term dominates. It is the pull of site 1, whose value of $u$ lies 1.70 bohr below that of site 2. The terms from sites 3 and 4 nearly cancel.

The potential difference between the chain ends is $1.934+2.758=4.69$ hartree per atomic unit of field (that is, 4.69 bohr), against 7.50 applied. The induced charges thus cancel 37% of the applied end-to-end difference. This is the screening that the bare calculation omits.

### Can you iterate instead?

Yes, for this chain. Start from $q'=0$ and repeat $q'\leftarrow-K(x+\gamma q')$. Subtracting the exact solution shows that each step multiplies the error by $-K\gamma$. The matrix $K\gamma$ is similar to the symmetric $\gamma^{1/2}K\gamma^{1/2}$, so its eigenvalues are real and nonnegative. Convergence for every perturbation requires the largest, $\lambda_{\max}$, to be below 1. Here it is 0.638.

After $n$ steps the geometric sum gives

$$\alpha^{(n)}-\alpha=-y^T(-A)^n(1+A)^{-1}y,$$

so the values lie alternately above and below the answer: 81.4, 31.4, 62.7, 43.0, 55.5 bohr³. The second iterate, which includes the screening once, overshoots: it lies 38% below the converged 50.6 bohr³. If $\lambda_{\max}\ge1$, mix a fraction $\beta$ of the new charges with the old. An error component then changes by $1-\beta(1+\lambda)$, and convergence requires $0<\beta<2/(1+\lambda_{\max})$. For a small system, the direct solve avoids the issue.

### Where this form stops

If the gap closes, a denominator in $K$ vanishes and this derivation, which keeps the occupations fixed, no longer applies. If atoms move relative to one another, $S'$, $H^{0\prime}$ and $\gamma'$ add source terms, and differentiating $C^TSC=1$ gives $U+U^T=-C^TS'C$ instead of zero. The field here acts through one number per site, so an atom cannot polarize internally: a lone atom with one s orbital has $\alpha=0$. For the same reason a field across the chain induces nothing here. The 50.6 bohr³ is the component of this model's charge-transfer polarizability along the chain, not an average over directions, and finite-field agreement confirms the linear response, not the model's accuracy for a real molecule.

## Computed results

```
site positions x (bohr): -3.75 -1.25 1.25 3.75
on-site energies (hartree): -0.30 -0.50 -0.30 -0.50
Hubbard parameters (hartree): 0.30 0.40 0.30 0.40
neighbour H0 (hartree): -0.20; overlap: 0.20
cloud exponents tau (1/bohr): 0.960 1.280 0.960 1.280
gamma row 1 (hartree): 0.30000 0.27712 0.18202 0.13212
gamma row 2 (hartree): 0.27712 0.40000 0.27712 0.19384
gamma row 3 (hartree): 0.18202 0.27712 0.30000 0.27712
gamma row 4 (hartree): 0.13212 0.19384 0.27712 0.40000
eigenvalues of gamma (hartree): 0.02538 0.07619 0.26994 1.02849
excess electrons dq (electrons): -0.52915 0.46433 -0.46046 0.52528
site potentials gamma dq (hartree): -0.04448 0.01331 0.03979 0.10260
orbital energies (hartree): -0.55440 -0.43796 -0.27837 -0.05907
occupied-empty gap (hartree): 0.15958
orbital 1 coefficients: 0.34231 0.77906 0.25261 0.12048
orbital 2 coefficients: 0.23637 0.19126 -0.34201 -0.82789
orbital 3 coefficients: 0.85846 -0.38489 -0.33372 0.36472
orbital 4 coefficients: 0.36546 -0.54523 0.89263 -0.45893
1->3: energy (hartree) 0.27603; Q (electrons): 0.34756 -0.28187 -0.11483 0.04913
1->4: energy (hartree) 0.49533; Q (electrons): 0.13491 -0.35919 0.28042 -0.05613
2->3: energy (hartree) 0.15958; Q (electrons): 0.21023 -0.05951 0.13607 -0.28679
2->4: energy (hartree) 0.37888; Q (electrons): 0.08049 -0.07446 -0.32777 0.32174
K row 1 (electrons/hartree): 3.07377 -2.18788 0.16566 -1.05155
K row 2 (electrons/hartree): -2.18788 2.34054 -0.28967 0.13700
K row 3 (electrons/hartree): 0.16566 -0.28967 2.42434 -2.30033
K row 4 (electrons/hartree): -1.05155 0.13700 -2.30033 3.21488
1+K gamma row 1: 1.20703 -0.18126 -0.28854 -0.39269
1+K gamma row 2: -0.04236 1.27618 0.20145 0.13914
1+K gamma row 3: 0.10677 0.15599 1.03970 -0.28255
1+K gamma row 4: -0.27144 -0.25092 0.04739 1.53609
right side -K x (a.u.): 12.52803 -5.43054 5.85495 -12.95244
solution q' (electrons per a.u. field): 8.10324 -3.66093 3.25631 -7.69861
finite-field q' (same unit): 8.10324 -3.66093 3.25631 -7.69861
induced potential gamma q' (bohr): 0.99198 0.19135 -0.69617 -1.81604
total potential u = x + gamma q' (bohr): -2.75802 -1.05865 0.55383 1.93396
permanent dipole (e bohr): -2.79812
permanent dipole (debye): -7.1121
bare polarizability (bohr^3): 81.4449
coupled polarizability (bohr^3): 50.6104
finite-field polarizability (bohr^3): 50.6104
minus second energy derivative (bohr^3): 50.6104
coupled polarizability (angstrom^3): 7.4997
ratio coupled/bare: 0.6214
eigenvalues of K gamma: 0.00000 0.05963 0.36122 0.63816
first five iterates of alpha (bohr^3): 81.4449 31.4429 62.6592 42.9873 55.4512
```
